Decay of gap states in a symmetric two-band model

A supercell calculation of a defect requires a choice of cell length. The defect state must have died away before it reaches its periodic image; otherwise its level spreads into a spurious band. An estimate of the decay length is needed before the calculation is run, and the effective mass of the nearest band supplies one. For a shallow level that estimate is good. For a level near the middle of the gap it makes the state look more compact than the two-band model says it is, and the cell comes out too short. The size of the error follows from continuing the bands to imaginary wavevector.

Let Eg be the gap, Δ = Eg/2, and let the energy E be measured from midgap. Consider variation along one direction x. The smallest model with mirror-image bands has two slowly varying envelopes, P(x) and Q(x), belonging to two sublattices:

E P = Δ Q − ħv Q′

E Q = Δ P + ħv P′

Here v is a constant velocity and a prime denotes d/dx. The envelopes multiply the rapidly varying Bloch function at the band edge, so the wavevector k below is measured from the edge.

To eliminate Q, multiply the first equation by E and insert the second wherever E Q appears:

E² P = Δ(Δ P + ħv P′) − ħv(Δ P′ + ħv P″)

The two terms in P′ cancel, leaving

E² P = Δ² P − ħ²v² P″.

The same elimination gives the same equation for Q. For a travelling wave exp(ikx), P″ = −k²P, and hence

E² = Δ² + (ħvk)².

These are two bands separated by Eg, each the mirror image of the other. Near k = 0 the upper one is

E = Δ√(1 + ħ²v²k²/Δ²) ≈ Δ + ħ²v²k²/(2Δ).

Comparison with Δ + ħ²k²/(2m) gives the edge mass

m = Δ/v² = Eg/(2v²).

The lower band has the same mass with the opposite curvature.

Now take a defect whose potential has a short range, and a bound state with |E| < Δ. Outside the potential the host equations hold at the energy of the state, so

P″ = κ² P, with κ² = (Δ² − E²)/(ħ²v²).

The solutions are exp(κx) and exp(−κx). On the right of the defect the first grows without limit and must be absent; on the left the second must be. The envelope therefore decays as exp(−κ|x|), with

κ(E) = √(Δ² − E²)/(ħv).

This is the band dispersion at k = iκ, since k² = −κ² turns E² = Δ² + (ħvk)² into E² = Δ² − (ħvκ)². The defect fixes the energy, and the host then fixes the decay. The amplitude falls with κ and the density with 2κ.

To find where the decay is fastest, differentiate ħ²v²κ² = Δ² − E² with respect to E:

2ħ²v²κ dκ/dE = −2E, so dκ/dE = −E/(ħ²v²κ).

Inside the gap κ is positive. The derivative is thus positive for E < 0, zero at E = 0 and negative for E > 0. There is one maximum, at midgap:

κmax = Δ/(ħv) = Eg/(2ħv).

For |E| much smaller than Δ, expanding the square root gives κ ≈ κmax[1 − E²/(2Δ²)]. The maximum is flat: a level displaced from midgap by a tenth of Δ loses only about half a per cent of its decay rate.

The composition of the tail shows why neither edge alone can describe it. On the right, P′ = −κP, and the second envelope equation gives E Q = (Δ − ħvκ)P. Multiply numerator and denominator of Q/P by Δ + ħvκ and use Δ² − ħ²v²κ² = E²:

Q/P = (Δ − ħvκ)/E = E/(Δ + ħvκ).

At the upper edge κ = 0 and Q/P = 1, which is the composition of the upper band edge. At the lower edge Q/P = −1, that of the lower band edge. At midgap Q/P = 0, so the tail is an equal mixture of the two. On the left the roles of P and Q are exchanged, and at midgap the tail there lies on the other sublattice.

For the limit near an edge, let ε be the depth of the level from the nearer edge, so that |E| = Δ − ε. Then

Δ² − E² = (Δ − |E|)(Δ + |E|) = ε(2Δ − ε) = ε(Eg − ε).

The definition of the mass gives v² = Eg/(2m). Substituting both,

κ² = ε(Eg − ε)·2m/(ħ²Eg) = (2mε/ħ²)(1 − ε/Eg).

The one-band effective-mass result is κ₁ = √(2mε)/ħ. The ratio is

κ/κ₁ = √(1 − ε/Eg) ≈ 1 − ε/(2Eg) for ε much smaller than Eg.

Only |E| entered, so the same limit holds at both edges. The one-band rate is always the larger of the two for a state inside the gap. It exceeds κ by less than 5 % while ε is below about 9 % of the gap. At midgap ε = Eg/2 and it is too large by a factor √2. The one-band formula keeps increasing with depth because it does not contain the other band, whereas in the two-band model the approach to that band slows the decay again.

The position of the maximum depends on the mirror symmetry. Add the same term Ck² to both bands, which makes their masses unequal. At k = iκ the dispersion becomes

(E + Cκ²)² = Δ² − ħ²v²κ².

Differentiate with respect to E and set dκ/dE = 0. What remains is 2(E + Cκ²) = 0, so the fastest decay occurs at E = −Cκ². The left side of the dispersion then vanishes, giving κ = Δ/(ħv) as before and

E = −CΔ²/(ħv)².

For positive C the upper band becomes lighter, the lower band heavier, and the maximum moves towards the heavier band. This form is meant only for small k and for C below (ħv)²/(2Δ), where the lower band still curves downward. Near k ≈ ħv/C the added term turns the lower band upward across the gap, which is an artefact of the truncated expansion and is disregarded here. "Fastest at midgap" is thus a property of symmetric bands, and "fastest somewhere inside the gap" survives a moderate asymmetry.

A semiconducting carbon nanotube provides a nearly symmetric case. Take the (17,0) tube, with one π orbital per atom, nearest-neighbour hopping t = 2.7 eV and bond length 0.142 nm, both rough typical values. Its diameter is 1.331 nm. Each atom has one neighbour along the axis and two in its own zigzag ring, half an angular step to either side. For a wave that goes round the tube with phase θ per step, the two ring bonds add up to

t[exp(iθ/2) + exp(−iθ/2)] = 2t cos(θ/2), θ = 2πq/17,

where q is an integer. Each q therefore gives a separate chain along the axis with alternating hoppings t₁ = t and t₂ = 2t cos(πq/17), and with period b = 1.5 × 0.142 = 0.213 nm. The smallest gap belongs to q = 6, for which t₂ = 2.407 eV. The chain q = 11 has t₂ of the same size and opposite sign, and hence the same gap and decay rates, so every q = 6 level below has a degenerate partner on the tube.

The amplitudes Pj and Qj on this chain obey

E Pj = −t₂ Qj − t₁ Qj−1

E Qj = −t₂ Pj − t₁ Pj+1.

For waves exp(iKbj) the product of the two couplings gives

E² = t₁² + t₂² + 2t₁t₂ cos Kb.

The gap is smallest at Kb = π, where |E| = |t₁ − t₂|, so Δ = 2.700 − 2.407 = 0.293 eV and Eg = 0.586 eV. Write K = π/b + k. Then cos Kb = −cos kb, and with 1 − cos kb = 2 sin²(kb/2),

E² = Δ² + 4t₁t₂ sin²(kb/2).

For small kb this is the two-band dispersion with ħv = b√(t₁t₂) = 0.213 × √(2.700 × 2.407) = 0.543 eV nm, or v = 8.25 × 10⁵ m/s. The mass from the curvature of the band is 0.0757 electron masses. At k = iκ, sin²(kb/2) becomes −sinh²(κb/2), so

sinh(κb/2) = √(Δ² − E²)/(2√(t₁t₂)).

The right side is largest at E = 0 and sinh is an increasing function, so the discreteness of the lattice leaves the maximum at midgap. It changes the value of κ there by −0.055 % relative to the two-band formula.

The midgap decay rate is

κmax = 0.293/0.543 = 0.540 nm⁻¹,

a decay length 1/κ of 1.85 nm. For a level 0.020 eV from an edge,

κ = √(0.020 × 0.566)/0.543 = 0.196 nm⁻¹,

a decay length of 5.10 nm. The one-band rate uses ħ²/m = (ħv)²/Δ = 1.006 eV nm²:

κ₁ = √(2 × 0.020/1.006) = 0.199 nm⁻¹,

which is 1.8 % too large relative to the two-band value. At a depth of 0.150 eV the two rates are 0.471 and 0.546 nm⁻¹, and the excess is 16 %. At midgap they are 0.540 and 0.763 nm⁻¹, and the excess is 41 %.

These rates can be compared with a calculation that makes no use of the envelope equations. The full tube was built from its atomic positions, closed periodically along its axis, and driven at a fixed energy by a source on one atom. The response between 12 and 20 nm from the source, summed over both sides, decayed at 0.1959, 0.3014, 0.4708 and 0.5393 nm⁻¹ for depths of 0.020, 0.050, 0.150 and 0.293 eV. The two-band values are 0.1959, 0.3015, 0.4710 and 0.5396 nm⁻¹. Lengthening the tube from 76.7 to 115.0 nm changed the measured rates by at most 0.033 %. A single atom excites every subband, but the next one decays at 0.877 nm⁻¹ at midgap, so the slowest subband governs the distant tail of the summed response. Exactly at midgap its response lies on one side of the source only.

An actual bound state can be made by raising the energy of one site on the q = 6 chain by U. On the tube this corresponds to a perturbation that is uniform around one ring and acts on one sublattice. A strong perturbation of this kind can also place levels of other subbands in the gap; only the q = 6 level is followed here. In the continuum description a single site of the P sublattice occupies a length b, so the term U b P(0) δ(x) is added to the right side of the first envelope equation. Repeating the elimination, with this term multiplied by E, gives

P″ − κ²P = [E U b/(ħ²v²)] P(0) δ(x).

Away from x = 0 the solution is a constant times exp(−κ|x|). The slope of that exponential jumps by −2κ at the origin, so the constant is −E U b P(0)/(2κħ²v²). Setting x = 0 gives the condition for a bound state,

1 = U g(E), g(E) = −E b/(2κħ²v²).

For a level in the gap, a positive U requires a negative E: the perturbation pushes a state up out of the lower band. Since ħvκ = √(Δ² − E²), the condition reads √(Δ² − E²) = |E| Ub/(2ħv), and squaring it gives

|E| = Δ/√[1 + (Ub/2ħv)²].

A weak perturbation leaves the level near the edge, and a strong one drives it towards midgap. For U = 10 eV, Ub/(2ħv) = 1.96 and |E| = 0.293/2.20 = 0.133 eV. Diagonalizing a chain of 1000 periods gives E = −0.1332 eV and a tail that decays at 0.4804 nm⁻¹, against 0.4806 nm⁻¹ from the formula for κ. For U = 1 eV the level lies 5.48 meV from the edge, and its tail decays 0.471 % more slowly than the one-band rate; the leading correction ε/(2Eg) predicts 0.467 %. Reversing the sign of U, tried at 3 and 10 eV, reverses the sign of E and leaves the decay unchanged.

In a supercell of length L the perturbation is repeated at every x = nL. Let φ be the phase of the envelope from one cell to the next. Every image contributes its own decaying exponential at the origin, and the images at nL and −nL combine into a cosine:

1 = U g(E)[1 + 2 exp(−κL) cos φ + 2 exp(−2κL) cos 2φ + …].

Keep the first image term and write E = E₀ + δ, where U g(E₀) = 1. To first order,

0 = (g′/g) δ + 2 exp(−κL) cos φ,

where g′ is dg/dE at E₀. As φ runs from 0 to π the level moves through a total width

W = 4|g/g′| exp(−κL).

The function g is proportional to E/κ, so its logarithmic derivative is

g′/g = 1/E − (1/κ)dκ/dE = 1/E + E/(Δ² − E²) = Δ²/[E(Δ² − E²)].

Therefore, to leading order in exp(−κL),

W = 4|E|(1 − E²/Δ²) exp(−κL).

The prefactor belongs to this particular perturbation. It vanishes at midgap because a state at E = 0 has no amplitude on the perturbed sublattice at the neighbouring defects, and other defects need not share that feature. The exponential comes from the host.

For the level at −0.1332 eV and L = 21.30 nm, the prefactor is 4 × 0.1332 × (1 − 0.207) = 0.423 eV and κL = 10.24, so W = 0.0151 meV. Diagonalizing the supercell gives 0.0152 meV. The shallower level made by U = 3 eV, at −0.2526 eV, has a width of 0.766 meV in the same cell, some fifty times larger. In a cell of half that length its width is 14.9 meV by diagonalization and 14.1 meV by the formula. There a shift of the level by half the width, about 7 meV, changes κL by |dκ/dE| × 0.007 × L ≈ 0.2. The first-order expansion, which holds κ fixed in the exponential and keeps only the nearest images, is then no longer accurate. Letting κ follow the level in the first-image condition raises the width to 15.7 meV, and keeping the further images as well brings it to 14.9 meV.

The choice of cell length can now be made quantitative. To bring the overlap factor exp(−κL) down to 10⁻³ requires L = 6.91/κ. In this tube that is 35 nm for a level 0.020 eV deep and 12.8 nm for a midgap level. The one-band rate would suggest 9.1 nm at midgap, and the true factor in that cell would be exp(−6.91/√2), or about 7.6 × 10⁻³, between seven and eight times the intended value. These lengths hold for a neutral defect with a short-range potential and for the model's gap and velocity. They are derived for one direction and for two band edges at the same wavevector. In a bulk crystal the decay depends on direction, and a host with an indirect gap is not described by this pair of bands. If an electronic-structure method gives too small a gap at the same v, κmax falls in proportion to Eg, and the calculated midgap state spreads too far. If the edge mass is held fixed instead, κmax = √(mEg/2)/ħ and the change follows the square root of the gap.

The same κ governs tunnelling between the bands in a uniform field F. The local midgap energy shifts linearly with position, so an electron of fixed energy crosses the gap with E = eFx, from x = −Δ/(eF) to Δ/(eF). In the semiclassical approximation the tunnelling probability is exp(−S), where S is the integral of 2κ over this path. With u = eFx,

S = [2/(ħv eF)] ∫ √(Δ² − u²) du, from −Δ to Δ.

The integral is the area of a half disc, πΔ²/2, so

S = πΔ²/(ħv eF).

At 0.1 MV/cm, which is 0.01 V/nm, S = π × 0.293²/(0.543 × 0.01) = 49.7, and the exponential factor is about 3 × 10⁻²². Tunnelling from one band to the other can be ignored at this field. A shallow level has a much shorter path to its own band edge, and this estimate does not cover its escape. The potential drop over one midgap decay length is 18.5 meV, small beside Δ but comparable to the depth of the shallow level considered above.

The gap and velocity used here depend on the rough value of the hopping. Within the same model, hoppings from 2.5 to 3.1 eV give this tube gaps from 0.54 to 0.67 eV and velocities from 7.6 × 10⁵ to 9.5 × 10⁵ m/s. A real tube also differs from the model in ways that a change of hopping does not describe. One assumption that fails seriously is that of independent electrons. The Coulomb energy e²/(4πε₀εᵣd), with d the tube diameter and an assumed relative permittivity εᵣ = 4, is 0.27 eV, or 46 % of the model gap. If interactions widened the gap by that amount at fixed v, κmax would rise by 46 % to about 0.79 nm⁻¹; this indicates a scale and is not a correction to be applied. Neighbouring π orbitals are tilted on the curved surface. Reducing the ring hopping by the cosine of the angle between them widens the gap by 0.08 eV, or 14 %. That figure is a scale and not the net effect of curvature: the tilted orbitals also have components along the bond, whose contribution is of comparable size and opposite sign. Mixing with σ orbitals and the relaxation of the bonds are omitted as well. The gap is twice the difference of two nearly equal hoppings, so a change of only 1 % in one of them shifts it by about 0.05 eV.

Overlap between neighbouring π orbitals breaks the mirror symmetry. With overlap s, the overlap matrix is 1 − (s/t)H, and the equation Hψ = E[1 − (s/t)H]ψ rearranges to Hψ = Xψ with X = E/(1 + sE/t). The decay rate depends on X² and is still greatest at E = 0, but the edges X = ±Δ now lie at Δ/(1 − sΔ/t) and −Δ/(1 + sΔ/t), whose mean is slightly positive. For the rough value s = 0.13 the fastest decay lies 4.1 meV below midgap. On so flat a maximum this has no practical effect on the decay rate.

A charged defect needs separate treatment. Its potential shifts the local band edges, and κ then varies with position. With the same permittivity, assumed uniform, the potential energy of an electron near a unit charge is still 20 meV at a distance of 18 nm. For a level 20 meV deep that is more than three of its decay lengths, so the constant-κ result does not describe the bulk of such a state. For a level near midgap the same potential is a smaller fraction of the depth, and the estimate is less affected at equal distance. Temperature matters for the occupation of the levels: at 300 K the thermal energy of 26 meV exceeds the depth of the shallow level. The decay rate at a given energy does not depend on that occupation in this model, where the gap and velocity are fixed. The numerical output lists the rates and widths to more digits.

Table of computed values

```
tube diameter 1.331 nm; hopping 2.7 eV; bond 0.142 nm
chain hoppings 2.7000 and 2.4070 eV; period 0.2130 nm
gap Eg 0.5860 eV; half gap 0.2930 eV
edge mass 0.0757 m_e; hbar*v 0.5430 eV nm
velocity v 8.250e+05 m/s
midgap kappa 0.5396 1/nm; length 1.853 nm
defect states of the chain: strength eV, E eV, tail and formula 1/nm
  U    1.0  E  -0.2875  tail 0.1039  formula 0.1039
  U    3.0  E  -0.2526  tail 0.2735  formula 0.2736
  U   10.0  E  -0.1332  tail 0.4804  formula 0.4806
  U   40.0  E  -0.0371  tail 0.5350  formula 0.5353
  U   -3.0  E   0.2526  tail 0.2735  formula 0.2736
  U  -10.0  E   0.1332  tail 0.4804  formula 0.4806
U 1 state: depth 5.478 meV; tail below one-band rate by 0.471 %
  predicted depth/(2 Eg) 0.467 %
depth eV: two-band, one-band, full-tube kappa 1/nm; two-band length nm
  0.0200: 0.1959  0.1994  0.1959; 5.103; one/two 1.0175
  0.0500: 0.3015  0.3152  0.3014; 3.317; one/two 1.0456
  0.1500: 0.4710  0.5460  0.4708; 2.123; one/two 1.1593
  0.2930: 0.5396  0.7631  0.5393; 1.853; one/two 1.4142
tube cell 76.7 -> 115.0 nm: largest kappa shift 0.0326 %
supercell defect bandwidth, diagonalized and formula, meV
  U  3.0 L  10.65 nm: 1.4935e+01  1.4095e+01
  U  3.0 L  21.30 nm: 7.6591e-01  7.6515e-01
  U  3.0 L  27.69 nm: 1.3328e-01  1.3322e-01
    rate from widths 0.2736 1/nm; kappa 0.2736
  U 10.0 L  10.65 nm: 2.5354e+00  2.5301e+00
  U 10.0 L  21.30 nm: 1.5202e-02  1.5142e-02
  U 10.0 L  27.69 nm: 7.0587e-04  7.0215e-04
    rate from widths 0.4804 1/nm; kappa 0.4806
neglected effects:
  lattice nonlinearity at midgap -0.0551 %
  next subband midgap kappa 0.8765 1/nm
  overlap 0.13: fastest decay minus midgap -4.13 meV
  orbital tilt alone changes gap by 0.082 eV
  Coulomb scale at permittivity 4.0: 0.270 eV, 46 % of gap
  charged defect: potential equals 20 meV at 18.0 nm
  field 0.1 MV/cm: drop over midgap decay length 18.5 meV
  interband tunnelling exponent 49.7, factor 2.7e-22
  kT at 300 K 25.85 meV
```
